# Bragg Gap Widths from the Fourier Coefficients of Stiffness and Density, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two standing waves to the width rule

### Definitions and conventions

A longitudinal wave travels along $x$ through a lossless medium whose properties repeat with period $a$. The displacement $u(x,t)$ obeys

$$
\rho(x)\,\frac{\partial^2u}{\partial t^2}=\frac{\partial}{\partial x}\left[C(x)\frac{\partial u}{\partial x}\right],
$$

where $\rho$ is the mass density, $C$ is the stiffness for longitudinal strain, and $\sigma=C\,\partial u/\partial x$ is the stress. Displacement and stress are continuous everywhere. At angular frequency $\omega$, with a prime for $d/dx$,

$$
(Cu')'=-\omega^2\rho u. \tag{1}
$$

Let $C_0$ and $\rho_0$ be the arithmetic means over a period, and let $G=2\pi/a$. The modulation is written as

$$
C=C_0\Big[1+\sum_{m\neq0}c_m e^{imGx}\Big],\qquad
\rho=\rho_0\Big[1+\sum_{m\neq0}r_m e^{imGx}\Big].
$$

The relative coefficients are therefore

$$
c_m=\frac1a\int_0^a\frac{C(x)}{C_0}e^{-imGx}\,dx,\qquad
r_m=\frac1a\int_0^a\frac{\rho(x)}{\rho_0}e^{-imGx}\,dx .
$$

Since $C$ and $\rho$ are real, $c_{-m}=c_m^*$ and $r_{-m}=r_m^*$. A single cosine has the form $C=C_0(1+2c_1\cos Gx)$, so $c_1$ is half of the relative cosine amplitude. This factor of two matters below.

The modulation is weak: all the coefficients are of order $\varepsilon\ll1$. The mean quantities define $v_0=\sqrt{C_0/\rho_0}$. The relative width of a gap is the difference of its two edge frequencies divided by their average. The claim to be derived is that the $n$-th gap has, to first order in $\varepsilon$,

$$
\frac{\Delta\omega}{\omega}=|c_n+r_n|. \tag{2}
$$

The two coefficients are added with their signs, or as complex numbers, before the magnitude is taken.

### Start: no modulation

In a uniform medium $u=e^{\pm iqx}$ has frequency $v_0q$. The two directions of travel are degenerate, and so are the two standing waves $\cos qx$ and $\sin qx$ built from them.

A weak periodic modulation can scatter $+q$ into $-q$ only if the difference $2q$ is a multiple of $G$. This selects

$$
q=\frac{nG}{2}=\frac{n\pi}{a},\qquad n=1,2,3,\ldots
$$

At these values the standing waves satisfy $u(x+a)=(-1)^nu(x)$. The modulation will give them different frequencies, and the difference is the gap.

### One cosine, one inversion centre

Take the simplest modulated case, with the origin at an inversion centre:

$$
C=C_0(1+2c\cos Gx),\qquad \rho=\rho_0(1+2r\cos Gx),
$$

with real $c$ and $r$, and look at the first gap, $q=\pi/a$. Because $C$ and $\rho$ are even in $x$, equation (1) turns even functions into even functions and odd into odd. The waves $\cos qx$ and $\sin qx$ therefore cannot mix.

Multiply (1) by $u$ and integrate over a period. The left side is integrated by parts:

$$
\int_0^a u(Cu')'\,dx=\big[uCu'\big]_0^a-\int_0^aCu'^2\,dx .
$$

The boundary term vanishes, since $u$ and $u'$ both change by the same factor $(-1)^n$ across the period and their product is periodic. Hence

$$
\omega^2=\frac{N[u]}{D[u]},\qquad N[u]=\int_0^aCu'^2dx,\quad D[u]=\int_0^a\rho u^2dx. \tag{3}
$$

The numerator measures elastic energy and the denominator kinetic energy.

Insert $u=\cos qx$. With $2q=G$, the squares are $\cos^2qx=\tfrac12(1+\cos Gx)$ and $\sin^2qx=\tfrac12(1-\cos Gx)$. The numerator is

$$
N=C_0q^2\int_0^a(1+2c\cos Gx)\,\tfrac12(1-\cos Gx)\,dx .
$$

The terms linear in $\cos Gx$ integrate to zero, and $\int_0^a\cos^2Gx\,dx=a/2$. What remains is

$$
N=C_0q^2\left(\frac a2-c\,\frac a2\right)=\frac a2C_0q^2(1-c).
$$

In the denominator the sign of the cosine is reversed:

$$
D=\rho_0\int_0^a(1+2r\cos Gx)\,\tfrac12(1+\cos Gx)\,dx=\frac a2\rho_0(1+r).
$$

For $u=\sin qx$ the two squares change places, which reverses both signs. The result is

$$
\omega_{\cos}^2=v_0^2q^2\,\frac{1-c}{1+r},\qquad
\omega_{\sin}^2=v_0^2q^2\,\frac{1+c}{1-r}. \tag{4}
$$

### Why an approximate wave is good enough

The exact mode is not quite a cosine, so (4) needs an error estimate. Let $w$ be the exact mode with frequency $\omega$, and let the trial wave be $u=w+\eta$. Expanding the squares gives

$$
\begin{aligned}
N[u]-\omega^2D[u]={}&N[w]-\omega^2D[w]\\
&+2\int_0^a(Cw'\eta'-\omega^2\rho w\eta)\,dx\\
&+N[\eta]-\omega^2D[\eta].
\end{aligned}
$$

The first line on the right vanishes by (3). In the second, integration by parts turns $\int Cw'\eta'\,dx$ into $-\int\eta(Cw')'dx$, which equals $\omega^2\int\rho w\eta\,dx$ by (1). The second line therefore vanishes too, and

$$
\frac{N[u]}{D[u]}-\omega^2=\frac{N[\eta]-\omega^2D[\eta]}{D[u]} .
$$

The error is quadratic in $\eta$. Among the even waves with the right boundary sign, $\cos qx$ is the only uniform-medium mode with frequency $v_0q$. The others lie at a finite frequency distance, so the modulation mixes them in with amplitudes of order $\varepsilon$. Thus $\eta=O(\varepsilon)$, and (4) is wrong by $O(\varepsilon^2)$. The same argument holds for the sine.

Now take the square roots. For small arguments $\sqrt{1-c}\approx1-c/2$ and $1/\sqrt{1+r}\approx1-r/2$, so

$$
\omega_{\cos}\approx v_0q\left(1-\frac{c+r}2\right),\qquad
\omega_{\sin}\approx v_0q\left(1+\frac{c+r}2\right).
$$

The difference is $v_0q(c+r)$ and the average is $v_0q$. The relative width is therefore $|c+r|$. The factor of one half from the square root is cancelled because the two edges move in opposite directions.

### What the sign means

If $c+r>0$, the cosine mode is the lower one. It has its largest displacement at $x=0$. When both coefficients are positive, this is where the medium is densest, so the mode has more mass to move. Its strain varies as $\sin qx$ and is largest at $x=a/2$, where the medium is softest, so it also stores less elastic energy. Both effects lower its frequency. The sine mode moves the light places and strains the stiff ones, and its frequency rises.

If the dense places are soft, $c$ and $r$ have opposite signs. For $r>0$ the extra mass lowers the cosine mode while the extra strain energy raises it. For $r<0$ both effects are reversed. In either case they compete.

Two limits separate the gap from the variation of the local sound speed $\sqrt{C/\rho}$:

- For $c=r$, stiffness and density vary in the same proportion and the sound speed is uniform. The gap nevertheless has relative width $2|c|$.
- For $c=-r$, the sound speed varies along the medium, but the first-order gap is zero.

To first order, therefore, the variation of the local speed does not decide the width. That of the product $\rho C$ does, as the second half shows.

### Any profile and any gap

Keep the inversion centre, but allow all harmonics and any $n$. Then $c_m$ and $r_m$ are real, and

$$
C=C_0\Big[1+2\sum_{m\ge1}c_m\cos mGx\Big],
$$

with the corresponding series for $\rho$. The trial waves are $\cos qx$ and $\sin qx$ with $2q=nG$. Their squares contain a constant and $\cos nGx$ and nothing else. Cosines of different order are orthogonal over a period, so the integrals in (3) select the one harmonic $m=n$. Equation (4) holds with $c\to c_n$ and $r\to r_n$, and the width is $|c_n+r_n|$.

**Limit: a small point mass.** Attach an extra mass per unit area $M$ at $x=0$ in each period of a uniform medium of density $\rho_b$, and put $\mu=M/(\rho_ba)\ll1$. The integral for $r_n$ picks up the point mass with phase factor one. To first order $r_n=\mu$ for every $n$, and $c_n=0$. Rule (2) predicts a relative width $\mu$.

This can be found directly. The sine mode has a node at the mass and does not feel it. For the cosine mode, $D$ rises from $\rho_ba/2$ to $\rho_ba/2+M$, that is, by the factor $1+2\mu$. Its frequency falls by the factor $(1+2\mu)^{-1/2}\approx1-\mu$, and the relative splitting is $\mu$, as predicted.

The limit also shows where weakness ends. The inertial stress of the mass is $\omega^2Mu$, while the medium carries stresses of order $C_bqu$, where $C_b$ is its stiffness. Their ratio is $qM/\rho_b=n\pi\mu$. For a fixed small $\mu$, the first-order rule therefore requires that $n$ not be too large.

### Without an inversion centre

When no inversion centre exists, sine and cosine can mix, and travelling waves are the better basis. A Bloch wave of wavenumber $k$ is

$$
u(x)=\sum_K u_Ke^{iKx},\qquad K=k+mG .
$$

Define $c_0=r_0=1$. Each term of $Cu'$ is $C_0c_m\,iK'u_{K'}e^{i(K'+mG)x}$. A further derivative multiplies it by $iK$ with $K=K'+mG$. Collecting the coefficient of $e^{iKx}$ in (1), with $m=(K-K')/G$, and cancelling the common minus sign gives

$$
v_0^2\sum_{K'}c_m\,KK'\,u_{K'}=\omega^2\sum_{K'}r_m\,u_{K'}. \tag{5}
$$

At $k=q=nG/2$ the waves $K=q$ and $K=-q$ are degenerate. For any other $K$, equation (5) has the form

$$
(v_0^2K^2-\omega^2)u_K=O(\varepsilon),
$$

and the bracket is not small. Hence $u_K=O(\varepsilon)$. Its effect back on the resonant pair carries another factor $\varepsilon$ and is of second order.

Keep the pair, with amplitudes $u_+$ and $u_-$. In the row $K=q$, the partner has $K'=-q$, so $m=n$ and $KK'=-q^2$:

$$
v_0^2q^2(u_+-c_nu_-)=\omega^2(u_++r_nu_-).
$$

The row $K=-q$ has $m=-n$ and therefore contains $c_n^*$ and $r_n^*$. Rearranged, the two rows are

$$
\begin{aligned}
(v_0^2q^2-\omega^2)u_+&=(v_0^2q^2c_n+\omega^2r_n)u_-,\\
(v_0^2q^2-\omega^2)u_-&=(v_0^2q^2c_n^*+\omega^2r_n^*)u_+.
\end{aligned} \tag{6}
$$

The minus sign from $KK'$ has moved $c_n$ to the same side as $r_n$. This is why the coefficients add: a wave and its reflection have equal displacements but opposite strains where they are in phase.

Multiplying the two rows gives

$$
(v_0^2q^2-\omega^2)^2=\left|v_0^2q^2c_n+\omega^2r_n\right|^2 .
$$

On the right, which is already of second order, $\omega^2$ may be replaced by $v_0^2q^2$. With $s=|c_n+r_n|$,

$$
\omega^2=v_0^2q^2(1\pm s),\qquad \omega\approx v_0q\left(1\pm\frac s2\right). \tag{7}
$$

This is rule (2) without the inversion centre. Inversion makes the coefficients real and sorts the modes by parity, but the rule does not need it.

**Limit: inversion restored.** For real coefficients, $u_+=u_-$ in (6) gives $v_0^2q^2(1-c_n)=\omega^2(1+r_n)$, which is the cosine result in (4).

**Limit: a moved origin.** Shifting the origin by $x_0$ multiplies $c_n$ and $r_n$ by the same factor $e^{inGx_0}$. The modulus of their sum does not change, as it must not. What matters is the phase of the stiffness modulation relative to that of the density.

For a numerical case, let $c_1=0.02$, and let the density have the same form with coefficient $0.015$ but be displaced by a quarter period. Then $r_1=-0.015\,i$ and

$$
s=|0.02-0.015\,i|=\sqrt{0.02^2+0.015^2}=0.025 .
$$

The wave equation can also be solved in real space without a Fourier expansion. Divide the period into 400 intervals, place masses given by $\rho$ at the nodes, join them by springs given by $C$ at the midpoints, and close the chain with the sign $(-1)^n$. The $n$-th and $(n+1)$-th lowest frequencies of the resulting matrix are the edges of gap $n$. Diagonalization gives a relative width of 0.02501.

## Second half: impedance, decay, limits and an AlN film

### Symbols and results carried over

The medium has period $a$, mean stiffness $C_0$, mean density $\rho_0$ and $v_0=\sqrt{C_0/\rho_0}$. The numbers $c_n$ and $r_n$ are the Fourier coefficients of $C/C_0$ and $\rho/\rho_0$ for the exponential $e^{inGx}$, with $G=2\pi/a$, and are of order $\varepsilon\ll1$. The $n$-th gap lies at wavenumber $q=n\pi/a$, near $\omega_0=v_0q$. To first order its relative width is $s=|c_n+r_n|$. The amplitudes $u_K$ of a Bloch wave obey

$$
v_0^2\sum_{K'}c_m\,KK'\,u_{K'}=\omega^2\sum_{K'}r_m\,u_{K'},\qquad m=\frac{K-K'}G,
$$

with $c_0=r_0=1$. This is equation (5).

### The same rule in terms of impedance

Let $v(x)=\sqrt{C/\rho}$ be the local speed and $Z(x)=\sqrt{\rho C}$ the impedance, so that $C=Zv$ and $\rho=Z/v$. Use the travel time $\tau$ as coordinate, with $d\tau=dx/v$. Then $C\,\partial u/\partial x=Z\,\partial u/\partial\tau$, and the wave equation becomes

$$
\frac Zv\frac{\partial^2u}{\partial t^2}=\frac1v\frac{\partial}{\partial\tau}\left(Z\frac{\partial u}{\partial\tau}\right).
$$

The factor $1/v$ cancels:

$$
Z\frac{\partial^2u}{\partial t^2}=\frac{\partial}{\partial\tau}\left(Z\frac{\partial u}{\partial\tau}\right). \tag{8}
$$

In this coordinate the impedance alone remains. For weak modulation

$$
\ln Z=\text{const}+\frac12\left(\frac{C-C_0}{C_0}+\frac{\rho-\rho_0}{\rho_0}\right)+O(\varepsilon^2).
$$

The $n$-th Fourier coefficient of $\ln Z$ is therefore $z_n=(c_n+r_n)/2$ to first order, and the relative gap width is $2|z_n|$.

To first order, the relative width of the $n$-th gap is $|c_n+r_n|$, or equivalently twice the magnitude of the $n$-th Fourier coefficient of $\ln Z$ in the travel-time form. What remains is to test this rule at constant impedance and at second order, to find the decay inside the gap, and to apply the results to an AlN film and its heat flow.

All numerical values are calculated from the stated model.
